# Phonon part of the screened interaction and the Fan-Migdal self-energy: verification in Python

```python
# Result under test (Hartree atomic units, Matsubara axis). Total density n = n_e + n_n,
# n_n = a.u linear in the displacements u, harmonic bare phonons D0, Coulomb kernel v:
#   W = v + v chi_nn v = We + Wph,  We = (1 - v P)^-1 v,  Wph = gL D gR,
#   gL = We a, gR = a^T We, bare vertex g = v a,  D^-1 = D0^-1 - g^T P gL,
# P = d n_e / d V_tot, D = dressed displacement propagator.  i G Wph = -T sum G gL D gR is
# the Fan-Migdal (FM) self-energy; for static screening it is
#   (1/Nq) sum |g_mn(k,q)|^2 [(n+1-f)/(z-e-w) + (n+f)/(z-e+w)].
# A: exact diagonalization (ED) of a ring with flux.  B: chain, real space versus Bloch form.
# C: N-flavour dimer, where i G W is the exact self-energy at order 1/N, versus ED.
import numpy as np
from scipy.constants import physical_constants
from numpy.linalg import inv, eigh, norm
MEV = 1e3 * physical_constants['Hartree energy in eV'][0]

def boson(nb):
    big = np.diag(np.sqrt(np.arange(1.0, nb + 1)), 1)
    big = big + big.T
    return big[:nb, :nb], (big @ big)[:nb, :nb], np.diag(np.arange(float(nb)))

# ---------------- A: three-site ring, one up and one down electron ----------------
v = np.array([[.15, .06, .04], [.06, .12, .05], [.04, .05, .14]])
h = np.diag([0.0, 0.03, -0.02]).astype(complex)
for i in range(3):
    h[(i + 1) % 3, i] += -0.1 * np.exp(0.3j)
    h[i, (i + 1) % 3] += -0.1 * np.exp(-0.3j)
I3 = np.eye(3)
He = np.kron(h, I3) + np.kron(I3, h) + np.diag(v.ravel())
ne = [np.diag(np.kron(I3[k], np.ones(3)) + np.kron(np.ones(3), I3[k])) for k in range(3)]
g0e = eigh(He)[1][:, 0]
nref = [np.real(g0e.conj() @ o @ g0e) for o in ne]   # force balance at the clamped geometry

def ring(Om, a, b, nb):
    """chi(i nu) among (n_e[3], n_n[3], A[modes]); n_n = a A + b A_0^2/2, A = b + b^dagger"""
    A1, A2, num = boson(nb)
    def emb(op, m):
        out = np.eye(1)
        for l in range(len(Om)):
            out = np.kron(out, op if l == m else np.eye(nb))
        return out
    A = [emb(A1, m) for m in range(len(Om))]
    nn = [sum(a[k, m] * A[m] for m in range(len(Om))) + 0.5 * b[k] * emb(A2, 0) for k in range(3)]
    Ip, Ie = np.eye(nb ** len(Om)), np.eye(9)
    H = np.kron(He, Ip) + np.kron(Ie, sum(Om[m] * emb(num, m) for m in range(len(Om))))
    for k in range(3):
        H = H + np.kron(ne[k] - nref[k] * Ie, sum(v[k, l] * nn[l] for l in range(3)))
    E, V = eigh(H)
    ops = [np.kron(o, Ip) for o in ne] + [np.kron(Ie, o) for o in nn + A]
    M = np.array([V[:, 1:].conj().T @ (o @ V[:, 0]) for o in ops])
    dE = E[1:] - E[0]
    return lambda nu: (M.conj() / (1j * nu - dE)) @ M.T - (M / (1j * nu + dE)) @ M.conj().T

def pieces(X):
    Xen = X[:3, :3] + X[:3, 3:6]
    epsinv = I3 + v @ (Xen + X[3:6, :3] + X[3:6, 3:6])
    P = Xen @ inv(epsinv)                      # defined through the source phi only
    return epsinv @ v, P, inv(I3 - v @ P) @ v

Om = np.array([0.02, 0.03])
a = np.array([[.12, -.05], [-.10, .12], [0.0, -.08]])
gb = v @ a
chi, chi_cl = ring(Om, a, np.zeros(3), 9), ring(Om, 0 * a, np.zeros(3), 2)
print("A ring: hop 0.1 Ha, phase/bond 0.3 rad, bare modes %.2f %.2f Ha" % tuple(Om))
for nu in (0.0, 0.02, 0.1):
    X = chi(nu)
    W, P, We = pieces(X)
    D, gL, gR = X[6:, 6:], We @ a, a.T @ We
    r_src = norm(X[:3, 6:] - P @ v @ (X[:3, 6:] + X[3:6, 6:])) / norm(X[:3, 6:])
    r_spl = norm(W - We - gL @ D @ gR) / norm(W - We)
    Pi = np.diag(-(nu ** 2 + Om ** 2) / (2 * Om)) - inv(D)
    r_pi = norm(Pi - gb.T @ P @ gL) / norm(Pi)
    r_ss = norm(Pi - gR @ P @ gL) / norm(Pi)
    r_tr = norm(W - We - gL @ D @ gL.T) / norm(W - We)
    r_rec = norm(gR - (pieces(chi(-nu))[2] @ a).T) / norm(gR)
    r_cl = norm(P - pieces(chi_cl(nu))[1]) / norm(P)
    assert r_src < 1e-7 and r_spl < 1e-7 and r_pi < 1e-6 and r_rec < 1e-7
    assert r_ss > 0.02 and r_cl > 1e-5 and (nu < 0.05 or r_tr > 1e-3)
    print("A nu=%.2f Ha: |Wph|=%.3e Ha; rel.resid. same-P %.0e, split %.0e, Pi %.0e"
          % (nu, norm(W - We), r_src, r_spl, r_pi))
    print("   rel.error: screened-screened Pi %.3f, gL D gL^T %.1e, clamped P %.1e"
          % (r_ss, r_tr, r_cl))
res = []
for s2 in (1.0, 0.5, 0.25):                    # s2 = (M0/M)^(1/2)
    X = ring(Om[:1] * s2, a[:, :1] * np.sqrt(s2), np.array([.02, 0, -.015]) * s2, 16)(0.0)
    W, P, We = pieces(X)
    Wp = We @ X[3:6, 3:6] @ We
    res.append(norm(W - We - Wp) / norm(Wp))
    print("A with u^2 term, M/M0=%2d: rel. split residual %.3e" % (round(s2 ** -2), res[-1]))
assert res[2] > 1e-5 and 1.7 < res[1] / res[2] < 2.3
print("A residual ratio M=4M0 over M=16M0: %.3f" % (res[1] / res[2]))

# ---------------- B: dimerized chain, static screening, finite temperature ----------------
L, T = 4, 0.005
Ns = 2 * L
hc, Kc, ac = np.zeros((Ns, Ns)), np.zeros((Ns, Ns)), np.zeros((Ns, Ns))
for j in range(Ns):
    s, jp, jm = j % 2, (j + 1) % Ns, (j - 1) % Ns
    hc[j, j] = (0.02, -0.02)[s]
    hc[j, jp] = hc[jp, j] = -(0.06, 0.04)[s]
    Kc[j, j] = (1.4e-4, 2.0e-4)[s]
    Kc[j, jp] = Kc[jp, j] = -0.2e-4
    ac[jp, j], ac[jm, j] = -(0.015, 0.012)[s], (0.015, 0.012)[s]
dist = np.abs(np.arange(Ns)[:, None] - np.arange(Ns)[None, :])
vc = 0.1 / (1.0 + np.minimum(dist, Ns - dist))
fermi = lambda e: 1 / (np.exp(e / T) + 1)
ec, Uc = eigh(hc)
f = fermi(ec)
de = ec[:, None] - ec[None, :]
deg = np.abs(de) < 1e-9
F = np.where(deg, -(f * (1 - f) / T)[:, None], (f[:, None] - f[None, :]) / np.where(deg, 1, de))
pair = Uc[:, :, None] * Uc[:, None, :]
Pc = 2 * np.einsum('iab,ab,jab->ij', pair, F, pair)
IN, gc = np.eye(Ns), vc @ ac
Wec = inv(IN - vc @ Pc) @ vc
z = 1j * np.pi * T
nus = 2 * np.pi * T * np.arange(-3000, 3001)
veff = vc - gc @ inv(nus[:, None, None] ** 2 * IN + Kc) @ gc.T
Wfull = np.linalg.solve(IN - veff @ Pc, veff)
G = inv((z + 1j * nus)[:, None, None] * IN - hc)
Sig_rs = -T * np.sum(G * (Wfull - Wec), axis=0)

def bloch(Mat, k):
    ph = np.exp(1j * k * np.arange(L))
    val, vec = eigh(np.einsum('sRt,R->st', Mat[:2].reshape(2, L, 2), ph))
    return val, np.einsum('R,sn->Rsn', ph, vec).reshape(Ns, 2)
gLc = Wec @ ac
C = Kc + gc.T @ Pc @ gLc
k0 = 2 * np.pi / L
psi = bloch(hc, k0)[1][:, 0] / np.sqrt(L)
Sig_fm = 0
for q in 2 * np.pi * np.arange(L) / L:
    w2, eq = bloch(C, q)
    em, um = bloch(hc, k0 + q)
    assert w2.min() > 0
    for l in range(2):
        w = np.sqrt(w2[l])
        nB, dV = 1 / np.expm1(w / T), gLc @ eq[:, l] / np.sqrt(2 * w)
        for m in range(2):
            g2 = abs(np.sum(um[:, m].conj() / np.sqrt(L) * dV * psi)) ** 2
            fm = fermi(em[m])
            Sig_fm += g2 / L * ((nB + 1 - fm) / (z - em[m] - w) + (nB + fm) / (z - em[m] + w))
Sig_def = psi.conj() @ Sig_rs @ psi
assert abs(Sig_def - Sig_fm) < 1e-7 * abs(Sig_fm)
print("B chain: %d cells, T=%.3f Ha, lower band, k=pi/2, z=i pi T" % (L, T))
print("B real-space sum  %.6e %+.6ei Ha" % (Sig_def.real, Sig_def.imag))
print("B Bloch FM form   %.6e %+.6ei Ha" % (Sig_fm.real, Sig_fm.imag))

# ---------------- C: N-flavour dimer, self-energy of the bonding level b ----------------
t, U, O0, g0, d0 = 0.05, 0.15, 0.01, 0.02, 0.004
Dl, KD = 2 * t, 29
zs = np.array([-t, 0.05j])

def dimer_H(Nsp, N, Ne, g, d, nb):   # Nsp singly occupied flavours, k of them antibonding
    k = np.arange(float(KD))
    m = np.diag(np.sqrt((k + 1) * (Nsp - k)), 1)
    m = m + m.T
    A1, A2, num = boson(nb)
    el = np.diag(2 * t * k) + U / (2 * N) * ((m @ m)[:KD, :KD] - Ne * np.eye(KD))
    ph = O0 * num + d / (2 * N) * (Ne - N) * A2
    return np.kron(el, np.eye(nb)) + np.kron(np.eye(KD), ph) + g / np.sqrt(N) * np.kron(m[:KD, :KD], A1)

def sigma_ed(N, g, d, nb):
    E, V = eigh(dimer_H(N, N, N, g, d, nb))
    p, k = V[:, 0].reshape(KD, nb), np.arange(float(KD))
    rem = np.sqrt((N - k) / N)[:, None] * p
    add = np.zeros_like(p)
    add[:-1] = np.sqrt(k[1:] / N)[:, None] * p[1:]
    Ep, Vp = eigh(dimer_H(N - 1, N, N + 1, g, d, nb))
    Em, Vm = eigh(dimer_H(N - 1, N, N - 1, g, d, nb))
    Gb = np.array([np.sum((Vp.T @ add.ravel()) ** 2 / (x - (Ep - E[0] + t)))
                   + np.sum((Vm.T @ rem.ravel()) ** 2 / (x + (Em - E[0] + t))) for x in zs])
    return N * (zs + t - 1 / Gb), E[1] - E[0]

Nl = np.array([100, 200, 400])
extrap = lambda y: np.linalg.solve(np.vander(1.0 / Nl, 3).astype(complex), np.array(y, complex))[-1]
S0 = np.array([sigma_ed(N, 0.0, 0.0, 1)[0] for N in Nl])
run = [sigma_ed(N, g0, 0.0, 19) for N in Nl]
S1 = np.array([r[0] for r in run])
S2 = np.array([sigma_ed(N, g0, d0, 19)[0] for N in Nl])
ed_e, ed_ph, ed_dw = extrap(S0), extrap(S1 - S0), extrap(S2 - S1)
ed_w = extrap([r[1] for r in run]).real

dy = 0.02
nu = np.exp(np.arange(-30, 25, dy))
pol = -2 * Dl / (nu ** 2 + Dl ** 2)
eps = 1 - U * pol
iGW = lambda w, x: -dy / (2 * np.pi) * np.sum(nu * w * 2 * (x - t) / ((x - t) ** 2 + nu ** 2))
D0f = lambda O: -2 * O / (nu ** 2 + O ** 2)
Df = lambda O, g: 1 / (1 / D0f(O) - g ** 2 * pol / eps)
we2 = Dl ** 2 + 2 * U * Dl
eps0 = we2 / Dl ** 2
def static_fm(O, g, x):
    wad = np.sqrt(O ** 2 - 4 * O * Dl * g ** 2 / we2)
    g2 = g ** 2 / eps0 ** 2 * O / wad
    return wad, g2, g2 / (x - t - wad)
Dd = Df(O0, g0)
th_e = np.array([iGW(U ** 2 * pol / eps, x) for x in zs])
th_ph = np.array([iGW(g0 ** 2 * Dd / eps ** 2, x) for x in zs])
A2avg = -dy / np.pi * np.sum(nu * Dd)
y = np.append(np.sort(np.roots([1, -(O0 ** 2 + we2), O0 ** 2 * we2 - 4 * O0 * Dl * g0 ** 2]).real), we2)
wj = np.sqrt(y)
R = np.array([O0 * g0 ** 2 * (Dl ** 2 - y[j]) ** 2 / wj[j] / np.prod(np.delete(y, j) - y[j]) for j in range(3)])
po_ph = np.array([np.sum(R / (x - t - wj)) for x in zs])
assert np.all(abs(ed_e - th_e) < 1e-4 * abs(th_e))
assert np.all(abs(ed_ph - th_ph) < 1e-4 * abs(th_ph))
assert np.all(abs(po_ph - th_ph) < 1e-7 * abs(th_ph))
assert np.all(abs(ed_dw - d0 * A2avg / 2) < 1e-4 * d0 * A2avg / 2)
assert abs(ed_w - wj[0]) < 1e-4 * wj[0] and abs(R[2] + U ** 2 * Dl / wj[2]) < 1e-8 * abs(R[2])
print("C inputs (Ha): t=%.2f U=%.2f Omega0=%.2f g0=%.2f d0=%.3f" % (t, U, O0, g0, d0))
print("C Delta=%.2f Ha, omega_e=%.4f Ha, eps_e(0)=%.3f" % (Dl, wj[2], eps0))
for j, nm in enumerate(("phonon", "shifted electronic", "omega_e")):
    print("C pole %s: w=%.7f Ha, R=%.6e Ha^2, term at z=-t %.5e Ha"
          % (nm, wj[j], R[j], R[j] / (-2 * t - wj[j])))
print("C weight of We pole U^2 Delta/omega_e = %.6e Ha^2" % (U ** 2 * Dl / wj[2]))
print("C phonon frequency ED(N->inf) %.7f Ha = %.2f meV" % (ed_w, ed_w * MEV))
print("C N*Sigma_e(-t): ED %.6e, iGWe %.6e Ha" % (ed_e[0].real, th_e[0].real))
for N, sv in zip(Nl, (S1 - S0)[:, 0]):
    print("C ED N=%d: N*[Sigma(g0)-Sigma(0)](-t) = %.6e Ha" % (N, sv.real))
print("C N*Sigma_ph(-t): ED(N->inf) %.6e Ha" % ed_ph[0].real)
print("C N*Sigma_ph(-t): iGWph %.6e Ha = %.3f meV" % (th_ph[0].real, th_ph[0].real * MEV))
print("C z=0.05i Ha: ED    %.5e %+.5ei Ha" % (ed_ph[1].real, ed_ph[1].imag))
print("C z=0.05i Ha: iGWph %.5e %+.5ei Ha" % (th_ph[1].real, th_ph[1].imag))
for nm, w in (("bare-screened, D", Dd / eps), ("bare-bare, D", Dd),
              ("bare-bare, D0", D0f(O0)), ("screened-screened, D0", D0f(O0) / eps ** 2)):
    val = iGW(g0 ** 2 * w, -t)
    assert abs(val / ed_ph[0].real - 1) > 0.05
    print("C wrong form %s: %.5e Ha, ratio to ED %.3f" % (nm, val, val / ed_ph[0].real))
wad, g2, sfm = static_fm(O0, g0, -t)
print("C static FM: w_ad=%.7f Ha, g0/eps0=%.4f Ha, g^2=%.5e Ha^2" % (wad, g0 / eps0, g2))
print("C static FM: N*Sigma(-t)=%.5e Ha = %.3f meV" % (sfm, sfm * MEV))
err = []
for lam in (1.0, 0.1, 0.05):                   # fixed force constants: g0^2/Omega0 constant
    O, g = lam * O0, np.sqrt(lam) * g0
    err.append(1 - static_fm(O, g, -t)[2] / iGW(g ** 2 * Df(O, g) / eps ** 2, -t))
    print("C Omega0=%.4f Ha: rel. error of static FM %.4e" % (O, err[-1]))
assert 1.85 < err[1] / err[2] < 2.15
print("C error ratio on halving Omega0: %.3f" % (err[1] / err[2]))
print("C <(b+b+)^2> from dressed D: %.6f" % A2avg)
print("C N*Sigma_DW: ED %.6e, d0<A^2>/2 %.6e Ha = %.2f meV"
      % (ed_dw[0].real, d0 * A2avg / 2, d0 * A2avg / 2 * MEV))
print("done: every assertion held")
```

It prints:

```
A ring: hop 0.1 Ha, phase/bond 0.3 rad, bare modes 0.02 0.03 Ha
A nu=0.00 Ha: |Wph|=1.202e-02 Ha; rel.resid. same-P 2e-14, split 6e-15, Pi 6e-13
   rel.error: screened-screened Pi 0.284, gL D gL^T 7.4e-15, clamped P 2.7e-03
A nu=0.02 Ha: |Wph|=6.514e-03 Ha; rel.resid. same-P 2e-14, split 7e-15, Pi 6e-13
   rel.error: screened-screened Pi 0.283, gL D gL^T 2.0e-02, clamped P 2.7e-03
A nu=0.10 Ha: |Wph|=6.304e-04 Ha; rel.resid. same-P 2e-14, split 7e-14, Pi 4e-12
   rel.error: screened-screened Pi 0.255, gL D gL^T 8.2e-02, clamped P 2.5e-03
A with u^2 term, M/M0= 1: rel. split residual 4.136e-03
A with u^2 term, M/M0= 4: rel. split residual 2.100e-03
A with u^2 term, M/M0=16: rel. split residual 1.058e-03
A residual ratio M=4M0 over M=16M0: 1.985
B chain: 4 cells, T=0.005 Ha, lower band, k=pi/2, z=i pi T
B real-space sum  5.162891e-04 -3.106273e-04i Ha
B Bloch FM form   5.162891e-04 -3.106273e-04i Ha
C inputs (Ha): t=0.05 U=0.15 Omega0=0.01 g0=0.02 d0=0.004
C Delta=0.10 Ha, omega_e=0.2000 Ha, eps_e(0)=4.000
C pole phonon: w=0.0077421 Ha, R=3.196884e-05 Ha^2, term at z=-t -2.96716e-04 Ha
C pole shifted electronic: w=0.2001001 Ha, R=1.126312e-02 Ha^2, term at z=-t -3.75312e-02 Ha
C pole omega_e: w=0.2000000 Ha, R=-1.125000e-02 Ha^2, term at z=-t 3.75000e-02 Ha
C weight of We pole U^2 Delta/omega_e = 1.125000e-02 Ha^2
C phonon frequency ED(N->inf) 0.0077421 Ha = 210.67 meV
C N*Sigma_e(-t): ED -3.750000e-02, iGWe -3.750000e-02 Ha
C ED N=100: N*[Sigma(g0)-Sigma(0)](-t) = -3.283904e-04 Ha
C ED N=200: N*[Sigma(g0)-Sigma(0)](-t) = -3.281680e-04 Ha
C ED N=400: N*[Sigma(g0)-Sigma(0)](-t) = -3.280534e-04 Ha
C N*Sigma_ph(-t): ED(N->inf) -3.279365e-04 Ha
C N*Sigma_ph(-t): iGWph -3.279366e-04 Ha = -8.924 meV
C z=0.05i Ha: ED    -3.50871e-04 -2.77406e-04i Ha
C z=0.05i Ha: iGWph -3.50871e-04 -2.77407e-04i Ha
C wrong form bare-screened, D: -1.24228e-03 Ha, ratio to ED 3.788
C wrong form bare-bare, D: -4.79057e-03 Ha, ratio to ED 14.608
C wrong form bare-bare, D0: -3.63636e-03 Ha, ratio to ED 11.089
C wrong form screened-screened, D0: -2.55102e-04 Ha, ratio to ED 0.778
C static FM: w_ad=0.0077460 Ha, g0/eps0=0.0050 Ha, g^2=3.22749e-05 Ha^2
C static FM: N*Sigma(-t)=-2.99546e-04 Ha = -8.151 meV
C Omega0=0.0100 Ha: rel. error of static FM 8.6574e-02
C Omega0=0.0010 Ha: rel. error of static FM 9.5699e-03
C Omega0=0.0005 Ha: rel. error of static FM 4.8129e-03
C error ratio on halving Omega0: 1.988
C <(b+b+)^2> from dressed D: 1.290397
C N*Sigma_DW: ED 2.580793e-03, d0<A^2>/2 2.580793e-03 Ha = 70.23 meV
done: every assertion held
```
